# Density at which a two-dimensional Hartree-Fock gas acquires negative compressibility: verification in Python

```python
# Result under test: an ideal, unpolarized two-dimensional electron gas in
# Hartree-Fock theory has d(mu)/dn < 0 below n_star = 2 m^2 / (pi^3 eps^2).
# Symbols (Hartree atomic units unless a name says otherwise):
#   m = effective mass, eps = relative permittivity, n = areal density,
#   mu = chemical potential, kF = Fermi wavevector, EF = Fermi energy.
# The electrostatic energy of the uniform neutral system is zero.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, j1, ellipkm1, expit
from pyscf.dft import libxc

pi = np.pi
m, eps = 0.3, 8.5
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
hartree_meV = sc.physical_constants["Hartree energy in eV"][0] * 1e3
per_cm2 = 1e14 / bohr_nm**2          # one electron per bohr^2, in cm^-2
a_eff = eps / m                      # effective Bohr radius
ha_eff = m / eps**2                  # effective Hartree

# ---------- derived formulas ----------
n_star = 2 * m**2 / (pi**3 * eps**2)


def mu_formula(n):
    return pi * n / m - 2 * np.sqrt(2 * pi * n) / (pi * eps)


def slope_formula(n):
    return pi / m * (1 - np.sqrt(n_star / n))


# ---------- energies computed from the definition ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
theta = (nodes + 1) * pi / 4
theta_w = weights * pi / 4


def bare(q):
    return np.ones_like(q)


def spin_exchange(ns, factor=bare):
    """Exchange energy per area of one spin species, from disc overlaps."""
    if ns == 0:
        return 0.0
    k = np.sqrt(4 * pi * ns)
    q = 2 * k * np.cos(theta)
    overlap = 2 / pi * (theta - np.sin(theta) * np.cos(theta))
    integral = np.sum(theta_w * 2 * k * np.sin(theta) * overlap * factor(q))
    return -0.5 * ns * integral / eps


def energy(n, zeta=0.0, factor=bare):
    """Hartree-Fock energy per area at spin polarization zeta."""
    total = 0.0
    for ns in (n * (1 + zeta) / 2, n * (1 - zeta) / 2):
        total += pi * ns**2 / m + spin_exchange(ns, factor)
    return total


def curvature(fun, x, rel=1e-3):
    h = rel * x
    return (fun(x + h) - 2 * fun(x) + fun(x - h)) / h**2


def threshold(fun, low, high):
    return brentq(lambda x: curvature(fun, x), low, high, xtol=1e-14)


# kinetic energy by summing one-electron energies over the Fermi disc
kF = np.sqrt(2 * pi * n_star)
EF = pi * n_star / m
kinetic = quad(lambda k: k / pi * k**2 / (2 * m), 0, kF)[0]
assert abs(kinetic / (pi * n_star**2 / (2 * m)) - 1) < 1e-9

# exchange energy: real-space exchange hole against overlap and closed form
hole = quad(lambda x: (2 * j1(x) / x)**2, 1e-9, 200, limit=600)[0]
ex_real = -pi / (2 * eps) * n_star**2 / kF * hole
ex_closed = -4 * n_star * kF / (3 * pi * eps)
ex_overlap = 2 * spin_exchange(n_star / 2)
assert abs(ex_real / ex_closed - 1) < 1e-4      # tail beyond 200 is cut
assert abs(ex_overlap / ex_closed - 1) < 1e-9

# orbital energy at the Fermi wavevector against the derivative formula
self_energy = -quad(lambda x: 4 * x / (1 + x)
                    * ellipkm1(((1 - x) / (1 + x))**2),
                    0, 1, limit=200)[0] * kF / (2 * pi * eps)
assert abs((EF + self_energy) / mu_formula(n_star) - 1) < 1e-6
assert abs(mu_formula(n_star) / (-EF) - 1) < 1e-10

# threshold found numerically from the energy
n_num = threshold(energy, 0.3 * n_star, 3 * n_star)
assert abs(n_num / n_star - 1) < 1e-5
for ratio in (0.3, 0.7, 2.0, 5.0):
    n = ratio * n_star
    assert abs(curvature(energy, n) - slope_formula(n)) < 1e-5 * pi / m

# ---------- spin freedom within Hartree-Fock ----------
for ratio, sign in ((1.02, 1), (0.98, -1)):
    n = ratio * n_star
    assert sign * (energy(n, 0.05) - energy(n)) > 0
n_bloch = brentq(lambda n: energy(n, 1) - energy(n),
                 n_star, 2 * n_star, xtol=1e-14)
assert abs(n_bloch / n_star - (8 * (np.sqrt(2) - 1) / 3)**2) < 1e-6
n_pol = threshold(lambda n: energy(n, 1), 0.2 * n_star, 2 * n_star)
assert abs(n_pol / n_star - 0.5) < 1e-5
zetas = np.linspace(0, 1, 101)
for ratio in (0.6, 0.9, 1.1, 1.2, 1.24, 1.4):
    best = np.argmin([energy(ratio * n_star, z) for z in zetas])
    assert best == (100 if ratio * n_star < n_bloch else 0)


# ---------- correlation, in effective atomic units ----------
def xc_energy(name, rho, polarized=False):
    r = np.array([float(rho)])
    if polarized:
        return libxc.eval_xc(name, (r, np.zeros(1)), 1, 0, 1)[0][0]
    return libxc.eval_xc(name, r, 0, 0, 1)[0][0]


rho_star = n_star * a_eff**2
ex_library = xc_energy("LDA_X_2D", rho_star) * ha_eff
assert abs(ex_library / (ex_closed / n_star) - 1) < 1e-6


def energy_corr(n):
    ec = xc_energy("LDA_C_2D_AMGB", n * a_eff**2)
    return energy(n) + n * ec * ha_eff


n_corr = brentq(lambda n: curvature(energy_corr, n, 1e-2),
                0.4 * n_star, 4 * n_star, xtol=1e-12)
gap_hf = (energy(n_star, 1) - energy(n_star)) / n_star
ec_diff = (xc_energy("LDA_C_2D_AMGB", rho_star, True)
           - xc_energy("LDA_C_2D_AMGB", rho_star)) * ha_eff
gap_corr = gap_hf + ec_diff
assert gap_hf < 0 < gap_corr

# ---------- finite thickness and gate screening ----------
well_nm, gate_nm = 5.0, 10.0
well, gate = well_nm / bohr_nm, gate_nm / bohr_nm


def well_factor(q):
    x = np.maximum(q * well, 1e-3)
    d = x**2 + 4 * pi**2
    return (3 * x + 8 * pi**2 / x
            - 32 * pi**4 * (1 - np.exp(-x)) / (x**2 * d)) / d


z = (np.arange(800) + 0.5) / 800
prob = 2 * np.sin(pi * z)**2 / 800
direct = prob @ np.exp(-2.0 * np.abs(z[:, None] - z[None, :])) @ prob
assert abs(direct - well_factor(np.array([2.0 / well]))[0]) < 1e-4


def gate_factor(q):
    return 1 - np.exp(-2 * q * gate)


n_well = threshold(lambda n: energy(n, 0, well_factor),
                   0.05 * n_star, n_star)
n_gate = threshold(lambda n: energy(n, 0, gate_factor),
                   0.05 * n_star, n_star)
assert n_well < n_star and n_gate < n_star
subband_gap = 3 * pi**2 / (2 * m * well**2)

# ---------- temperature, first order in exchange ----------
# y = EF/kT; momenta are scaled by sqrt(m kT), lengths by its inverse
gx, gw = np.polynomial.legendre.leggauss(300)
q_grid, q_w = (gx + 1) * 5.5, gw * 5.5
s_grid, s_w = (gx + 1) * 15.0, gw * 15.0
bessel = j0(np.outer(s_grid, q_grid))


def occupation(y):
    return expit(np.log(np.expm1(y)) - q_grid**2 / 2)


def hole_integral(y):
    density_matrix = bessel @ (q_w * q_grid * occupation(y))
    return np.sum(s_w * density_matrix**2)


def hole_curv(y):
    h = min(0.02, y / 2)
    return (hole_integral(y + h) - 2 * hole_integral(y)
            + hole_integral(y - h)) / h**2


assert abs(np.sum(q_w * q_grid * occupation(2.0)) - 2.0) < 1e-8
virial = np.sqrt(pi) * (1 - 3 * (2 / np.sqrt(3) - 1) * 0.03)
assert abs(hole_curv(0.03) / virial - 1) < 2e-3
cold = 2 * np.sqrt(2) / (pi * np.sqrt(12.0))
assert abs(hole_curv(12.0) / cold - 1) < 0.02   # thermal terms remain


def root_t(y):
    """sqrt(kT/effective Hartree) at which d(mu)/dn vanishes for this y."""
    return 0.5 * hole_curv(y) * (1 - np.exp(-y))


peak = minimize_scalar(lambda y: -root_t(y), bounds=(0.2, 5),
                       method="bounded")
kelvin = sc.k / sc.e * 1e3 / hartree_meV        # kT in hartree per kelvin
T_close = root_t(peak.x)**2 * ha_eff / kelvin
T_cold = 77.0
t_cold = T_cold * kelvin / ha_eff
assert T_cold < T_close < 300
y_low = brentq(lambda y: root_t(y) - np.sqrt(t_cold), 0.05, peak.x)
y_high = brentq(lambda y: root_t(y) - np.sqrt(t_cold), peak.x, 11)
n_low, n_high = [t_cold * y / pi / a_eff**2 for y in (y_low, y_high)]

# ---------- gate response, disorder, field, lattice response ----------
n_work = 1e12 / per_cm2
length_nm = eps / (4 * pi) * slope_formula(n_work) * bohr_nm
assert length_nm < 0 < gate_nm + length_nm
cap_geo = sc.epsilon_0 * eps / (gate_nm * 1e-9) * 100      # uF/cm2
cap_tot = cap_geo * gate_nm / (gate_nm + length_nm)
mobility = 500.0
tau = m * sc.m_e * mobility * 1e-4 / sc.e
broad_meV = sc.hbar / tau / sc.e * 1e3
kFl = 2 * EF * hartree_meV / broad_meV
field = sc.e * n_star * per_cm2 * 1e4 / (sc.epsilon_0 * eps) * 1e-8
eps_fast = 4.0
n_fast = n_star * (eps / eps_fast)**2


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def dens(label, n):
    show(label, n * per_cm2 / 1e12, "1e12 cm^-2")


show("effective mass", m, "electron masses", ".2f")
show("relative permittivity", eps, "", ".2f")
show("effective Bohr radius", a_eff * bohr_nm, "nm")
show("effective Hartree", ha_eff * hartree_meV, "meV", ".2f")
show("threshold, atomic units", n_star, "bohr^-2", ".4e")
dens("threshold from formula", n_star)
dens("threshold from numerical energy", n_num)
show("r_s at threshold", 1 / np.sqrt(pi * rho_star), "", ".4f")
show("kF at threshold", kF / bohr_nm, "nm^-1", ".4f")
show("EF at threshold", EF * hartree_meV, "meV", ".2f")
show("exchange part of mu there", self_energy * hartree_meV, "meV", ".2f")
show("mu at threshold", mu_formula(n_star) * hartree_meV, "meV", ".2f")
for value in (1.0, 2.0, 5.0, 10.0):
    n = value * 1e12 / per_cm2
    slope = slope_formula(n) * hartree_meV * 1e12 / per_cm2
    print(f"n = {value:.1f}e12 cm^-2: mu = {mu_formula(n)*hartree_meV:.2f}"
          f" meV, dmu/dn = {slope:.2f} meV per 1e12 cm^-2")
dens("HF full polarization preferred below", n_bloch)
dens("threshold of polarized gas", n_pol)
show("polarized minus unpolarized, HF", gap_hf * hartree_meV,
     "meV per electron at threshold")
show("same with correlation", gap_corr * hartree_meV, "meV per electron")
dens("threshold with correlation", n_corr)
show("well width", well_nm, "nm", ".1f")
dens("threshold with well thickness", n_well)
show("subband gap of well", subband_gap * hartree_meV, "meV", ".1f")
show("gate distance", gate_nm, "nm", ".1f")
dens("threshold with gate screening", n_gate)
show("Fermi temperature at threshold", EF / kelvin, "K", ".1f")
dens("77 K negative window, lower edge", n_low)
dens("77 K negative window, upper edge", n_high)
show("negative window closes at", T_close, "K", ".1f")
show("gate length correction at 1e12 cm^-2", length_nm, "nm", ".4f")
show("geometric capacitance", cap_geo, "uF/cm2", ".4f")
show("total capacitance at 1e12 cm^-2", cap_tot, "uF/cm2", ".4f")
show("rough mobility", mobility, "cm2/Vs", ".0f")
show("level broadening hbar/tau", broad_meV, "meV", ".2f")
show("kF times mean free path at threshold", kFl, "", ".2f")
show("field holding threshold density", field, "MV/cm")
show("rough high-frequency permittivity", eps_fast, "", ".1f")
dens("threshold with that permittivity", n_fast)
print("all assertions hold")
```

Output:

```
effective mass: 0.30 electron masses
relative permittivity: 8.50
effective Bohr radius: 1.499 nm
effective Hartree: 112.99 meV
threshold, atomic units: 8.0350e-05 bohr^-2
threshold from formula: 2.869 1e12 cm^-2
threshold from numerical energy: 2.869 1e12 cm^-2
r_s at threshold: 2.2214
kF at threshold: 0.4246 nm^-1
EF at threshold: 22.90 meV
exchange part of mu there: -45.79 meV
mu at threshold: -22.90 meV
n = 1.0e12 cm^-2: mu = -19.05 meV, dmu/dn = -5.54 meV per 1e12 cm^-2
n = 2.0e12 cm^-2: mu = -22.27 meV, dmu/dn = -1.58 meV per 1e12 cm^-2
n = 5.0e12 cm^-2: mu = -20.55 meV, dmu/dn = 1.93 meV per 1e12 cm^-2
n = 10.0e12 cm^-2: mu = -5.69 meV, dmu/dn = 3.71 meV per 1e12 cm^-2
HF full polarization preferred below: 3.501 1e12 cm^-2
threshold of polarized gas: 1.435 1e12 cm^-2
polarized minus unpolarized, HF: -1.197 meV per electron at threshold
same with correlation: 5.539 meV per electron
threshold with correlation: 3.423 1e12 cm^-2
well width: 5.0 nm
threshold with well thickness: 1.288 1e12 cm^-2
subband gap of well: 150.4 meV
gate distance: 10.0 nm
threshold with gate screening: 2.849 1e12 cm^-2
Fermi temperature at threshold: 265.7 K
77 K negative window, lower edge: 0.330 1e12 cm^-2
77 K negative window, upper edge: 3.191 1e12 cm^-2
negative window closes at: 178.5 K
gate length correction at 1e12 cm^-2: -0.2601 nm
geometric capacitance: 0.7526 uF/cm2
total capacitance at 1e12 cm^-2: 0.7727 uF/cm2
rough mobility: 500 cm2/Vs
level broadening hbar/tau: 7.72 meV
kF times mean free path at threshold: 5.93
field holding threshold density: 0.611 MV/cm
rough high-frequency permittivity: 4.0
threshold with that permittivity: 12.957 1e12 cm^-2
all assertions hold
```
